# What a sharp 1x1 pattern says about hydrogen on silicon: test program

```python
"""
Result under test: for independent hydrogen vacancies of probability c on a
rigid surface lattice of N sites, the mean diffracted intensity is
    |(1-c) F_H + c F_V|^2 |S(q)|^2 + N c (1-c) |F_H - F_V|^2.
F_H, F_V: amplitudes of a covered and a vacant site column;
S(q): lattice sum of exp(-i q.R); q: parallel momentum transfer.
Spot positions and widths follow S(q), whatever the value of c.
Internal lengths are in bohr and energies in hartree; output is in nm and eV.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, quad
from scipy.special import spherical_jn, spherical_yn, eval_legendre

rng = np.random.default_rng(12345)
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]

# Rough parameters in the regime of hydrogen-terminated Si(111)
energy_ev = 100.0
lattice_nm = 0.384
bond_nm = 0.15
attenuation_nm = 0.5
coherent_width_nm = 10.0
rms_displacement_nm = 0.008
k = math.sqrt(2 * energy_ev / hartree_ev)
a = lattice_nm / bohr_nm
d = bond_nm / bohr_nm
attenuation = attenuation_nm / bohr_nm


# ---------- electron-atom scattering from the radial wave equation ----------
def charge_h(r):
    """Screened charge -r V(r) of the static hydrogen atom."""
    return (1 + r) * math.exp(-2 * r)


screen_si = 0.8853 * 14 ** (-1 / 3)


def charge_si(r):
    """Moliere screened charge of silicon."""
    x = r / screen_si
    return 14 * (0.1 * math.exp(-6 * x) + 0.55 * math.exp(-1.2 * x)
                 + 0.35 * math.exp(-0.3 * x))


def partial_waves(charge, l_max, r_max):
    """Phase shifts; the radial function is r^l times a regular factor w."""
    phases = []
    r0 = 1e-3
    for l in range(l_max + 1):
        def rhs(r, y, l=l):
            return [y[1], -2 * (l + 1) / r * y[1]
                    - (k * k + 2 * charge(r) / r) * y[0]]
        slope = -charge(0.0) / (l + 1)
        sol = solve_ivp(rhs, (r0, r_max), [1 + slope * r0, slope],
                        method="DOP853", rtol=1e-9, atol=1e-20)
        w, dw = sol.y[:, -1]
        radial_slope = l * w / r_max + dw
        x = k * r_max
        top = k * spherical_jn(l, x, True) * w - radial_slope * spherical_jn(l, x)
        low = k * spherical_yn(l, x, True) * w - radial_slope * spherical_yn(l, x)
        phases.append(math.atan(top / low))
    return np.array(phases)


phase_h = partial_waves(charge_h, 20, 15.0)
phase_si = partial_waves(charge_si, 40, 22.0)
wave_h = np.exp(1j * phase_h) * np.sin(phase_h)
wave_si = np.exp(1j * phase_si) * np.sin(phase_si)

# Weak high partial wave against first-order perturbation theory
first_order = quad(lambda r: 2 * k * charge_h(r) * r
                   * spherical_jn(10, k * r) ** 2, 0, 15, limit=300)[0]
assert abs(phase_h[10] / first_order - 1) < 0.03


def amplitude(wave, angle):
    l = np.arange(len(wave))
    return np.sum((2 * l + 1) * wave * eval_legendre(l, math.cos(angle))) / k


def near_wave_h(angle, l_max=7):
    """Wave scattered by H at the Si site, relative to unit wave at H.
    The sum stops near l = k d, where the H potential no longer ends inside d."""
    l = np.arange(l_max + 1)
    hankel = spherical_jn(l, k * d) + 1j * spherical_yn(l, k * d)
    return np.sum((2 * l + 1) * 1j ** (l + 1) * wave_h[:l_max + 1]
                  * hankel * eval_legendre(l, math.cos(angle)))


assert abs(near_wave_h(0, 6) - near_wave_h(0, 8)) < 0.05 * abs(near_wave_h(0))


def site_contrast(exit_angle):
    """F_H - F_V: direct H scattering plus H-modified scattering by top Si."""
    cosine = math.cos(exit_angle)
    silicon = amplitude(wave_si, math.pi - exit_angle)
    enter = 1 + np.exp(-1j * k * d) * near_wave_h(0)
    leave = 1 + np.exp(-1j * k * d * cosine) * near_wave_h(exit_angle)
    direct = (np.exp(-1j * k * d * (1 + cosine))
              * amplitude(wave_h, math.pi - exit_angle))
    return direct + silicon * (enter * leave - 1)


back_h = amplitude(wave_h, math.pi)
back_si = amplitude(wave_si, math.pi)
born_back_h = 2 * (1 - (1 + k * k) ** -2) / (4 * k * k)
cubic = a * math.sqrt(2)
bilayer = cubic / math.sqrt(3)
depths = np.array([n * bilayer + s for n in range(12) for s in (0, bilayer / 4)])
layer_sum = np.sum(np.exp(2j * k * depths - depths / attenuation))
f_vac = back_si * layer_sum
contrast = site_contrast(0.0)
f_occ = f_vac + contrast


def mean_amplitude(c):
    return (1 - c) * f_occ + c * f_vac


# ---------- exact average over every configuration of a 3 x 4 patch ----------
patch = np.array([(m, n) for m in range(3) for n in range(4)])
bits = (np.arange(2 ** 12)[:, None] >> np.arange(12)) & 1   # 1 = vacancy
site_values = np.where(bits == 1, f_vac, f_occ)
enumeration_error = 0.0
for c in (0.05, 0.3, 0.8):
    weights = c ** bits.sum(1) * (1 - c) ** (12 - bits.sum(1))
    for h in ((0, 0), (1, 0), (0.17, 0.41), (0.5, 0.23)):
        phase = np.exp(-2j * np.pi * patch @ np.array(h))
        exact = weights @ np.abs(site_values @ phase) ** 2
        formula = (abs(mean_amplitude(c)) ** 2 * abs(phase.sum()) ** 2
                   + 12 * c * (1 - c) * abs(contrast) ** 2)
        enumeration_error = max(enumeration_error, abs(exact / formula - 1))
assert enumeration_error < 1e-10

# ---------- spot position and width on one large random surface ----------
side = 128
scan = np.linspace(0.98, 1.02, 4001)
scan_phase = np.exp(-2j * np.pi * np.outer(scan, np.arange(side)))


def spot_profile(c):
    values = np.where(rng.random((side, side)) < c, f_vac, f_occ)
    intensity = np.abs(scan_phase @ values.sum(axis=1)) ** 2
    top = int(intensity.argmax())
    half = intensity[top] / 2
    left = np.interp(half, intensity[top - 600:top + 1], scan[top - 600:top + 1])
    right = np.interp(-half, -intensity[top:top + 601], scan[top:top + 601])
    return scan[top], right - left


position_full, width_full = spot_profile(0.0)
position_vac, width_vac = spot_profile(0.2)
assert abs(position_full - 1) < 1e-4 and abs(position_vac - 1) < 1e-4
assert abs(width_vac / width_full - 1) < 0.02

# ---------- diffuse shape: independent, blocked and ordered vacancies ----------
size, c_test, block, runs = 64, 0.2, 4, 200
index = np.fft.fftfreq(size) * size
near = (np.abs(index)[:, None] <= 3) & (np.abs(index)[None, :] <= 3)
near[0, 0] = False
far = (np.abs(index)[:, None] >= 20) & (np.abs(index)[None, :] >= 20)
random_power = np.zeros((size, size))
block_power = np.zeros((size, size))
for _ in range(runs):
    vac = rng.random((size, size)) < c_test
    random_power += np.abs(np.fft.fft2(np.where(vac, f_vac, f_occ))) ** 2
    vac = np.kron(rng.random((size // block,) * 2) < c_test,
                  np.ones((block, block))) > 0
    block_power += np.abs(np.fft.fft2(np.where(vac, f_vac, f_occ))) ** 2
unit = runs * size ** 2 * c_test * (1 - c_test) * abs(contrast) ** 2
random_near, random_far = random_power[near].mean() / unit, random_power[far].mean() / unit
block_near = block_power[near].mean() / unit
block_zone = (block_power.sum() - block_power[0, 0]) / size ** 2 / unit
angle = np.pi * index / size
shape = np.full(size, float(block))
shape[1:] = np.sin(block * angle[1:]) / np.sin(angle[1:])
block_expected = (np.outer(shape, shape) ** 2 / block ** 2)[near].mean()
assert abs(random_near - 1) < 0.06 and abs(random_far - 1) < 0.06
assert abs(block_near / block_expected - 1) < 0.06
assert abs(block_zone - 1) < 0.06

ordered = np.full((size, size), f_occ)
ordered[::2, ::2] = f_vac
ordered_power = np.abs(np.fft.fft2(ordered)) ** 2 / (size ** 4 * abs(contrast) ** 2)
half = size // 2
extra_spots = [ordered_power[half, 0], ordered_power[0, half], ordered_power[half, half]]
assert np.allclose(extra_spots, 1 / 16, rtol=1e-9)
assert abs(ordered_power.sum() - ordered_power[0, 0] - 3 / 16) < 1e-9

# ---------- s-wave multiple scattering in a periodic 3 x 3 surface cell ----------
basis = a * np.array([[1, 0], [0.5, math.sqrt(3) / 2]])
reciprocal = 2 * np.pi * np.linalg.inv(basis).T
cells = np.array([(m, n) for m in range(3) for n in range(3)])
shifts = 3 * np.array([(m, n) for m in range(-4, 5) for n in range(-4, 5)])


def periodic_green(cell_difference, height):
    flat = (np.mod(cell_difference, 3) + shifts) @ basis
    r = np.sqrt((flat ** 2).sum(1) + height ** 2)
    r = r[r > 1e-9]
    return np.sum(np.exp(1j * k * r - r / (2 * attenuation)) / r)


places = np.vstack((cells, cells))
heights = np.repeat([d, 0.0], 9)                 # hydrogen first, then silicon
green = np.array([[periodic_green(places[i] - places[j], heights[i] - heights[j])
                   for j in range(18)] for i in range(18)])
vacant = (np.arange(512)[:, None] >> np.arange(9)) & 1
strength = np.hstack(((1 - vacant) * wave_h[0] / k,
                      np.full((512, 9), wave_si[0] / k)))
incident = np.exp(-1j * k * heights)
exits = cells[1:] @ reciprocal / 3               # the eight non-Bragg beams
exit_z = np.sqrt(k * k - (exits ** 2).sum(1))
exit_phase = np.exp(-1j * (places @ basis @ exits.T + np.outer(heights, exit_z)))


def outgoing(coupling):
    matrix = np.eye(18) - coupling * green * strength[:, None, :]
    rhs = np.broadcast_to(incident[None, :, None], (512, 18, 1))
    local_wave = np.linalg.solve(matrix, rhs)[:, :, 0]
    return (strength * local_wave) @ exit_phase


def reduced_diffuse(beams, c):
    count = vacant.sum(1)
    weights = c ** count * (1 - c) ** (9 - count)
    mean = weights @ beams
    assert np.max(np.abs(mean)) < 1e-10          # averaged wave: Bragg beams only
    return np.sum(weights @ np.abs(beams) ** 2 - np.abs(mean) ** 2) / (c * (1 - c))


single, multiple = outgoing(0.0), outgoing(1.0)
isolated = 9 * np.sum(np.abs(multiple[1]) ** 2)  # configuration 1: one vacancy
assert abs(reduced_diffuse(single, 0.1) / reduced_diffuse(single, 0.7) - 1) < 1e-9
assert abs(reduced_diffuse(multiple, 1e-5) / isolated - 1) < 1e-3
departures = {c: reduced_diffuse(multiple, c) / isolated - 1 for c in (0.05, 0.1, 0.5, 0.9)}
assert max(abs(x) for x in departures.values()) > 1e-6

# ---------- worked numbers ----------
cell_area = lattice_nm ** 2 * math.sqrt(3) / 2
coherent_sites = coherent_width_nm ** 2 / cell_area
k_nm = k / bohr_nm
zone_edge = 2 * np.pi / (math.sqrt(3) * lattice_nm)
edge_angle = math.asin(zone_edge / k_nm)
edge_contrast = site_contrast(edge_angle)
debye_exponent = (2 * k_nm * rms_displacement_nm) ** 2
si_bond = cubic * math.sqrt(3) / 4

print(f"Electron energy inside crystal: {energy_ev:.0f} eV")
print(f"Surface lattice constant: {lattice_nm:.3f} nm; Si-H distance: {bond_nm:.2f} nm")
print(f"Attenuation length: {attenuation_nm:.1f} nm; coherent width: {coherent_width_nm:.0f} nm")
print(f"Electron wave number: {k_nm:.2f} nm^-1")
print(f"Surface cell area: {cell_area:.4f} nm^2; coherent sites: {coherent_sites:.0f}")
print(f"H backscattering |f|: {abs(back_h)*bohr_nm:.5f} nm (Born: {born_back_h*bohr_nm:.5f} nm)")
print(f"Si backscattering |f|: {abs(back_si)*bohr_nm:.5f} nm")
print(f"H-scattered wave at Si / incident wave: {abs(near_wave_h(0)):.3f}")
print(f"Attenuated Si layer sum, modulus: {abs(layer_sum):.3f}")
print(f"|F_H|: {abs(f_occ)*bohr_nm:.5f} nm; |F_V|: {abs(f_vac)*bohr_nm:.5f} nm")
print(f"Contrast |F_H-F_V|: {abs(contrast)*bohr_nm:.5f} nm")
print("Columns: c; c(1-c); Bragg/Bragg(c=0); diffuse/Bragg over zone; same at peak")
for c in (0.0, 0.01, 0.05, 0.1, 0.2, 0.5, 0.9):
    bragg = abs(mean_amplitude(c)) ** 2
    zone_ratio = c * (1 - c) * abs(contrast) ** 2 / bragg
    print(f"  {c:.2f}; {c*(1-c):.4f}; {bragg/abs(f_occ)**2:.4f}; "
          f"{zone_ratio:.3e}; {zone_ratio/coherent_sites:.3e}")
print(f"Enumeration, largest relative error: {enumeration_error:.1e}")
print(f"Spot position, c=0 and c=0.2: {position_full:.5f}, {position_vac:.5f} recip. units")
print(f"Spot FWHM, c=0 and c=0.2: {width_full:.6f}, {width_vac:.6f} recip. units")
print(f"Random diffuse / law, near and far from spot: {random_near:.3f}, {random_far:.3f}")
print(f"4x4 blocks near spot / random law: {block_near:.2f} (expected {block_expected:.2f})")
print(f"4x4 blocks, zone average / random law: {block_zone:.3f}")
print(f"Ordered 2x2 vacancies, each extra spot / (N^2 |D|^2): {extra_spots[0]:.4f}")
print(f"Zone-edge exit angle: {math.degrees(edge_angle):.2f} degrees")
print(f"Diffuse |D|^2 at zone edge / at spot: {abs(edge_contrast/contrast)**2:.3f}")
print(f"Rms atomic displacement: {rms_displacement_nm:.3f} nm")
print(f"Debye-Waller intensity factor: {math.exp(-debye_exponent):.3f}")
print(f"Thermal diffuse / Bragg, independent atoms: {math.exp(debye_exponent)-1:.3f}")
print(f"Si forward |f| / Si-Si bond length: {abs(amplitude(wave_si, 0))/si_bond:.2f}")
for c, value in departures.items():
    print(f"Multiple scattering, departure from c(1-c) slope at c={c:.2f}: {100*value:.2f} %")
print("success")
```

Output:

```
Electron energy inside crystal: 100 eV
Surface lattice constant: 0.384 nm; Si-H distance: 0.15 nm
Attenuation length: 0.5 nm; coherent width: 10 nm
Electron wave number: 51.23 nm^-1
Surface cell area: 0.1277 nm^2; coherent sites: 783
H backscattering |f|: 0.00410 nm (Born: 0.00355 nm)
Si backscattering |f|: 0.08284 nm
H-scattered wave at Si / incident wave: 0.304
Attenuated Si layer sum, modulus: 1.735
|F_H|: 0.19755 nm; |F_V|: 0.14373 nm
Contrast |F_H-F_V|: 0.05755 nm
Columns: c; c(1-c); Bragg/Bragg(c=0); diffuse/Bragg over zone; same at peak
  0.00; 0.0000; 1.0000; 0.000e+00; 0.000e+00
  0.01; 0.0099; 0.9945; 8.447e-04; 1.079e-06
  0.05; 0.0475; 0.9724; 4.145e-03; 5.293e-06
  0.10; 0.0900; 0.9453; 8.078e-03; 1.032e-05
  0.20; 0.1600; 0.8923; 1.521e-02; 1.943e-05
  0.50; 0.2500; 0.7434; 2.853e-02; 3.644e-05
  0.90; 0.0900; 0.5687; 1.343e-02; 1.715e-05
Enumeration, largest relative error: 1.4e-15
Spot position, c=0 and c=0.2: 1.00000, 1.00000 recip. units
Spot FWHM, c=0 and c=0.2: 0.006921, 0.006919 recip. units
Random diffuse / law, near and far from spot: 1.012, 1.006
4x4 blocks near spot / random law: 14.64 (expected 14.51)
4x4 blocks, zone average / random law: 0.989
Ordered 2x2 vacancies, each extra spot / (N^2 |D|^2): 0.0625
Zone-edge exit angle: 10.63 degrees
Diffuse |D|^2 at zone edge / at spot: 0.892
Rms atomic displacement: 0.008 nm
Debye-Waller intensity factor: 0.511
Thermal diffuse / Bragg, independent atoms: 0.958
Si forward |f| / Si-Si bond length: 2.36
Multiple scattering, departure from c(1-c) slope at c=0.05: 1.19 %
Multiple scattering, departure from c(1-c) slope at c=0.10: 2.39 %
Multiple scattering, departure from c(1-c) slope at c=0.50: 12.22 %
Multiple scattering, departure from c(1-c) slope at c=0.90: 22.37 %
success
```
